# The Breit-Wheeler Cross Section and Its Maximum: a program that tests the result

```python
"""Pair creation by two photons (Breit-Wheeler process) at tree level.

Result under test, for unpolarized photons:
  sigma = (pi r_e^2/2)(1-b^2)[(3-b^4) ln((1+b)/(1-b)) - 2b(2-b^2)]
with b the speed of either lepton in the centre-of-momentum (CM) frame in
units of the speed of light, and r_e the classical electron radius.  There is
a single maximum, near b = 0.70, of about 0.26 Thomson cross sections.

Atomic units: c = 1/alpha, r_e = 1/c^2.  Four-momenta are wave vectors
(E/c, px, py, pz), metric (+,-,-,-), so an electron has p.p = c^2.
The reference cross sections come from explicit Dirac spinors and
polarization vectors, squared and summed numerically.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

c = 1.0 / const.fine_structure
bohr_A = const.physical_constants["Bohr radius"][0] * 1e10
hartree_eV = const.physical_constants["Hartree energy in eV"][0]
rest_eV = c**2 * hartree_eV
r_e = 1.0 / c**2
thomson_SI = const.physical_constants["Thomson cross section"][0]
sigma_T = thomson_SI * 1e20 / bohr_A**2
coupling = 4 * np.pi / c

# ---------- Dirac algebra ----------
one4 = np.eye(4, dtype=complex)
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]], complex),
         np.array([[1, 0], [0, -1]], complex)]
gamma = [np.diag([1, 1, -1, -1]).astype(complex)]
gamma += [np.kron(np.array([[0, 1], [-1, 0]]), s) for s in pauli]
metric = np.array([1.0, -1.0, -1.0, -1.0])


def dot(a, b):
    return np.sum(metric * a * b)


def slash(a):
    return sum(metric[m] * a[m] * gamma[m] for m in range(4))


def electron_spinors(p):
    return (slash(p) + c * one4)[:, :2] / np.sqrt(p[0] + c)


def positron_spinors(q):
    return (c * one4 - slash(q))[:, 2:] / np.sqrt(q[0] + c)


def vertex(p_out, k1, e1, k2, e2):
    """Both orderings of absorbing photons k1 and k2 on the electron line."""
    r1, r2 = p_out - k1, p_out - k2
    first = slash(e1) @ (slash(r1) + c * one4) @ slash(e2)
    second = slash(e2) @ (slash(r2) + c * one4) @ slash(e1)
    return coupling * (first / (dot(r1, r1) - c**2)
                       + second / (dot(r2, r2) - c**2))


def mean_square(p_out, k1, pols1, k2, pols2, right_spinors):
    """Sum of |M|^2 over all spins and polarizations, divided by 4."""
    left = electron_spinors(p_out).conj().T @ gamma[0]
    total = 0.0
    for e1 in pols1:
        for e2 in pols2:
            m = left @ vertex(p_out, k1, e1, k2, e2) @ right_spinors
            total += np.sum(np.abs(m)**2)
    return total / 4


pol_x = np.array([0.0, 1.0, 0.0, 0.0])
pol_y = np.array([0.0, 0.0, 1.0, 0.0])


def pair_momenta(b, x, azimuth=0.7):
    K = c / np.sqrt(1 - b**2)
    t = np.sqrt(max(0.0, 1 - x**2))
    n = np.array([t * np.cos(azimuth), t * np.sin(azimuth), x])
    k1 = K * np.array([1.0, 0, 0, 1])
    k2 = K * np.array([1.0, 0, 0, -1])
    p = K * np.concatenate(([1.0], b * n))
    return k1, k2, p, k1 + k2 - p


def pair_mean_square(b, x):
    k1, k2, p, q = pair_momenta(b, x)
    pols = (pol_x, pol_y)
    return mean_square(p, k1, pols, k2, pols, positron_spinors(q))


def dsigma_spinors(b, x):
    s = 4 * c**2 / (1 - b**2)
    return b * pair_mean_square(b, x) / (64 * np.pi**2 * s)


nodes, weights = np.polynomial.legendre.leggauss(48)


def sigma_spinors(b):
    """Angular integral, with b*x = tanh(eta) to smooth the forward peaks."""
    eta_max = np.arctanh(b)
    total = 0.0
    for t, w in zip(nodes, weights):
        eta = eta_max * t
        jacobian = eta_max / (b * np.cosh(eta)**2)
        total += w * jacobian * dsigma_spinors(b, np.tanh(eta) / b)
    return 2 * np.pi * total


# ---------- derived formulas ----------
def dsigma_formula(b, x):
    top = 1 - b**4 * x**4 + 2 * b**2 * (1 - b**2) * (1 - x**2)
    return r_e**2 / 4 * b * (1 - b**2) * top / (1 - b**2 * x**2)**2


def sigma_formula(b):
    L = np.log((1 + b) / (1 - b))
    bracket = (3 - b**4) * L - 2 * b * (2 - b**2)
    return np.pi * r_e**2 / 2 * (1 - b**2) * bracket


def speed_from_lab(e1, e2, angle):
    """CM lepton speed from photon energies in eV and their crossing angle."""
    return np.sqrt(1 - 2 * rest_eV**2 / (e1 * e2 * (1 - np.cos(angle))))


# ---------- gauge invariance, traces and squared amplitude ----------
b0, x0 = 0.6, 0.35
k1, k2, p, q = pair_momenta(b0, x0)
left = electron_spinors(p).conj().T @ gamma[0]
any_vector = np.array([0.4, -0.7, 0.2, 0.9])
gauge = left @ vertex(p, k1, k1 / k1[0], k2, any_vector) @ positron_spinors(q)
assert np.max(np.abs(gauge)) < 1e-10 * coupling

A, B = dot(p, k1), dot(p, k2)
S1 = slash(p - k1) + c * one4
S2 = slash(p - k2) + c * one4
P_el, P_pos = slash(p) + c * one4, slash(q) - c * one4
T11 = T12 = 0.0
for m in range(4):
    for n in range(4):
        sign = metric[m] * metric[n]
        start = P_el @ gamma[m] @ S1 @ gamma[n] @ P_pos
        T11 += sign * np.trace(start @ gamma[n] @ S1 @ gamma[m]).real
        T12 += sign * np.trace(start @ gamma[m] @ S2 @ gamma[n]).real
assert np.isclose(T11, 32 * (A * B + c**2 * A - c**4), rtol=1e-10)
assert np.isclose(T12, 16 * (c**2 * (A + B) - 2 * c**4), rtol=1e-10)
inv = 1 / A + 1 / B
square = 2 * coupling**2 * (A / B + B / A + 2 * c**2 * inv - c**4 * inv**2)
assert np.isclose(pair_mean_square(b0, x0), square, rtol=1e-10)


# ---------- normalization: the crossed process must give Thomson ----------
def photon_scattering_sigma(kappa):
    energy = np.sqrt(c**2 + kappa**2)
    p_in = np.array([energy, 0, 0, -kappa])
    k_in = kappa * np.array([1.0, 0, 0, 1])
    total = 0.0
    for x, w in zip(nodes, weights):
        t, f = np.sqrt(1 - x**2), 0.3
        n = np.array([t * np.cos(f), t * np.sin(f), x])
        e_polar = np.array([0, x * np.cos(f), x * np.sin(f), -t])
        e_azim = np.array([0, -np.sin(f), np.cos(f), 0])
        k_out = kappa * np.concatenate(([1.0], n))
        p_out = p_in + k_in - k_out
        total += w * mean_square(p_out, k_in, (pol_x, pol_y), -k_out,
                                 (e_polar, e_azim), electron_spinors(p_in))
    return 2 * np.pi * total / (64 * np.pi**2 * (energy + kappa)**2)


thomson_ratio = photon_scattering_sigma(1e-4 * c) / sigma_T
# recoil lowers the value by a few parts in 10^4 at this frequency
assert abs(thomson_ratio - 1) < 1e-3
assert np.isclose(8 * np.pi / 3 * r_e**2, sigma_T, rtol=1e-7)


# ---------- phase space from a count of pair states ----------
def state_count(total_energy):
    p_max = np.sqrt(total_energy**2 / 4 - c**2)
    return quad(lambda u: np.pi * u**2 / (u**2 + c**2), 0, p_max,
                epsabs=1e-11, epsrel=1e-12)[0]


W0 = 2 * c / np.sqrt(1 - b0**2)
step = 1e-4 * W0
density = (state_count(W0 + step) - state_count(W0 - step)) / (2 * step)
assert np.isclose(density, np.pi * b0 / 2, rtol=1e-5)

# ---------- differential and total cross sections ----------
for b in (0.2, 0.7, 0.95):
    for x in (-0.9, 0.1, 0.6):
        assert np.isclose(dsigma_spinors(b, x), dsigma_formula(b, x),
                          rtol=1e-9)
speeds = [0.1, 0.3, 0.5, 0.7, 0.9, 0.99]
table = [sigma_spinors(b) for b in speeds]
worst = max(abs(v / sigma_formula(b) - 1) for b, v in zip(speeds, table))
assert worst < 1e-8

b_low = 1e-3
assert np.isclose(sigma_spinors(b_low), np.pi * r_e**2 * b_low, rtol=1e-5)
gap = 1e-4
high_limit = np.pi * r_e**2 * gap * (np.log(4 / gap) - 1)
high_ratio = sigma_spinors(np.sqrt(1 - gap)) / high_limit
assert abs(high_ratio - 1) < 1e-3

# ---------- growth of the angular integral G ----------
G = [2 * v / (np.pi * r_e**2 * b * (1 - b**2)) for b, v in zip(speeds, table)]
assert all(np.diff(G) > 0)
z = sp.symbols("z", positive=True)
log_part = (3 - z**4) * (sp.log(1 + z) - sp.log(1 - z))
poly = sp.expand(sp.series(log_part - 2 * z * (2 - z**2), z, 0, 14).removeO())
assert poly.coeff(z, 1) == 2 and poly.coeff(z, 3) == 4
for n in range(2, 6):
    expected = sp.Rational(4 * (2 * n - 5), (2 * n + 1) * (2 * n - 3))
    assert poly.coeff(z, 2 * n + 1) == expected
prefactor_peak = minimize_scalar(lambda b: -b * (1 - b**2), bounds=(0, 1),
                                 method="bounded",
                                 options={"xatol": 1e-9}).x
assert abs(prefactor_peak - 1 / np.sqrt(3)) < 1e-6

# ---------- stationary condition and uniqueness, symbolically ----------
Ls = sp.symbols("Ls")
slope_L = 2 / (1 - z**2)
shape = (1 - z**2) * ((3 - z**4) * Ls - 2 * z * (2 - z**2))
N = 1 + 9 * z**2 - 6 * z**4
D = z * (3 + 2 * z**2 - 3 * z**4)
slope = sp.diff(shape, z) + sp.diff(shape, Ls) * slope_L
assert sp.cancel(slope - 2 * (N - D * Ls)) == 0
y = z**2
positive = 3 * (1 - y)**2 + y**2 * (63 * y**2 - 154 * y + 99)
slope_h = slope_L - sp.diff(N / D, z)
assert sp.cancel(slope_h - positive / ((1 - y) * D**2)) == 0
assert sp.Poly(sp.expand(positive), z).count_roots(0, 1) == 0
discriminant = int(sp.discriminant(63 * z**2 - 154 * z + 99, z))
assert discriminant < 0


def stationary(b):
    L = np.log((1 + b) / (1 - b))
    return L * b * (3 + 2 * b**2 - 3 * b**4) - (1 + 9 * b**2 - 6 * b**4)


b_peak = brentq(stationary, 0.3, 0.95, xtol=1e-13)
search = minimize_scalar(lambda b: -sigma_spinors(b) / r_e**2,
                         bounds=(0.3, 0.95), method="bounded",
                         options={"xatol": 1e-8})
assert abs(search.x - b_peak) < 1e-5
peak = sigma_formula(b_peak)
assert np.isclose(-search.fun * r_e**2, peak, rtol=1e-8)
assert b_peak > prefactor_peak
assert abs(b_peak - 0.70) < 0.005 and abs(peak / sigma_T - 0.26) < 0.005

# ---------- photon energies in a general frame, by an explicit boost ----------
e1, e2, angle = 1.0e6, 0.9e6, np.radians(100.0)
v1 = e1 * np.array([0.0, 0.0, 1.0])
v2 = e2 * np.array([np.sin(angle), 0.0, np.cos(angle)])
frame = (v1 + v2) / (e1 + e2)
e1_cm = (e1 - frame @ v1) / np.sqrt(1 - frame @ frame)
e2_cm = (e2 - frame @ v2) / np.sqrt(1 - frame @ frame)
assert np.isclose(e1_cm, e2_cm, rtol=1e-12)
assert np.isclose(np.sqrt(1 - (rest_eV / e1_cm)**2),
                  speed_from_lab(e1, e2, angle), rtol=1e-10)

# ---------- worked example ----------
soft, hard = 1.0, 1.0e12
threshold = rest_eV**2 / soft
hard_peak = threshold / (1 - b_peak**2)
assert np.isclose(speed_from_lab(soft, hard_peak, np.pi), b_peak, rtol=1e-10)
L_peak = np.log((1 + b_peak) / (1 - b_peak))
bracket_peak = (3 - b_peak**4) * L_peak - 2 * b_peak * (2 - b_peak**2)
G_peak = bracket_peak / b_peak
area = bohr_A**2

print(f"speed of light c = {c:.6f} atomic units")
print(f"electron rest energy = {rest_eV:.2f} eV")
print(f"classical electron radius = {r_e * bohr_A:.6e} angstrom")
print(f"Thomson cross section = {sigma_T * area:.6e} angstrom^2")
print(f"crossed amplitude / Thomson, photon 1e-4 c: {thomson_ratio:.6f}")
print(f"largest relative error of sigma formula: {worst:.1e}")
print(f"sigma / high-energy limit at 1-beta^2=1e-4: {high_ratio:.6f}")
print(f"Coulomb scale pi*alpha = {np.pi / c:.5f} (in beta)")
for b, v, g in zip(speeds, table, G):
    print(f"beta={b:.2f}: sigma/sigma_T={v / sigma_T:.5f}, G={g:.4f}")
print(f"peak of beta(1-beta^2) at beta = {prefactor_peak:.5f}")
print(f"discriminant of 63y^2-154y+99 = {discriminant}")
print(f"peak beta, stationary equation = {b_peak:.6f}")
print(f"peak beta, search on spinor sums = {search.x:.6f}")
print(f"1 - beta^2 at peak = {1 - b_peak**2:.6f}")
print(f"logarithm L at peak = {L_peak:.6f}")
print(f"square bracket at peak = {bracket_peak:.6f}")
print(f"angular integral G at peak = {G_peak:.6f}")
print(f"peak sigma / r_e^2 = {peak / r_e**2:.6f}")
print(f"peak sigma / sigma_T = {peak / sigma_T:.6f}")
print(f"peak sigma = {peak * area:.6e} angstrom^2")
print(f"peak sigma = {peak:.6e} a0^2")
print(f"CM photon energy at peak = {rest_eV / np.sqrt(1 - b_peak**2):.1f} eV")
print(f"soft photon energy = {soft:.1f} eV")
print(f"head-on threshold, hard photon = {threshold:.5e} eV")
print(f"head-on peak, hard photon = {hard_peak:.5e} eV")
print(f"chosen hard photon energy = {hard:.1e} eV")
for name, ang in (("head-on", np.pi), ("right angle", np.pi / 2)):
    b = speed_from_lab(soft, hard, ang)
    v = sigma_spinors(b)
    assert np.isclose(v, sigma_formula(b), rtol=1e-8)
    print(f"{name}: 1-beta^2 = {1 - b**2:.6f}, beta = {b:.6f}")
    print(f"{name}: sigma = {v * area:.5e} angstrom^2")
    print(f"{name}: sigma/sigma_T = {v / sigma_T:.5f}")
print("all tests passed")
```

Printed output:

```
speed of light c = 137.035999 atomic units
electron rest energy = 510998.95 eV
classical electron radius = 2.817940e-05 angstrom
Thomson cross section = 6.652459e-09 angstrom^2
crossed amplitude / Thomson, photon 1e-4 c: 0.999800
largest relative error of sigma formula: 1.1e-15
sigma / high-energy limit at 1-beta^2=1e-4: 1.000100
Coulomb scale pi*alpha = 0.02293 (in beta)
beta=0.10: sigma/sigma_T=0.03787, G=2.0399
beta=0.30: sigma/sigma_T=0.12048, G=2.3537
beta=0.50: sigma/sigma_T=0.20773, G=2.9543
beta=0.70: sigma/sigma_T=0.25564, G=3.8190
beta=0.90: sigma/sigma_T=0.16956, G=5.2883
beta=0.99: sigma/sigma_T=0.03274, G=8.8644
peak of beta(1-beta^2) at beta = 0.57735
discriminant of 63y^2-154y+99 = -1232
peak beta, stationary equation = 0.701317
peak beta, search on spinor sums = 0.701317
1 - beta^2 at peak = 0.508155
logarithm L at peak = 1.739773
square bracket at peak = 2.683061
angular integral G at peak = 3.825749
peak sigma / r_e^2 = 2.141641
peak sigma / sigma_T = 0.255640
peak sigma = 1.700632e-09 angstrom^2
peak sigma = 6.073066e-09 a0^2
CM photon energy at peak = 716839.4 eV
soft photon energy = 1.0 eV
head-on threshold, hard photon = 2.61120e+11 eV
head-on peak, hard photon = 5.13859e+11 eV
chosen hard photon energy = 1.0e+12 eV
head-on: 1-beta^2 = 0.261120, beta = 0.859581
head-on: sigma = 1.35882e-09 angstrom^2
head-on: sigma/sigma_T = 0.20426
right angle: 1-beta^2 = 0.522240, beta = 0.691202
right angle: sigma = 1.69954e-09 angstrom^2
right angle: sigma/sigma_T = 0.25548
all tests passed
```
